# The electron-loop part of the two-loop electron anomaly

## Problem

A free electron of mass $m$ emits and reabsorbs one photon while it scatters from a weak external field. One electron loop is inserted into that photon line. Find the coefficient $A$ in the resulting contribution to the anomaly,

$$a_{\rm VP}=\left(\frac{\alpha}{\pi}\right)^2A .$$

Units are $\hbar=c=m=1$, the metric is $(+,-,-,-)$, and $e^2=4\pi\alpha$ with $\alpha$ the physical coupling measured at zero momentum transfer. The vertex between on-shell spinors, with $q=p'-p$, is

$$\Gamma^\mu=\gamma^\mu F_1(q^2)+\tfrac12 i\sigma^{\mu\nu}q_\nu F_2(q^2),\qquad a=F_2(0).$$

The other two-loop vertex graphs are not part of the question.

## A tempting solution

The loop adds a superposition of massive photons to the massless one. With $s$ the squared photon mass,

$$A=\int_4^\infty\frac{ds}{s}\,\rho(s)K(s),\qquad \rho=\frac v3\left(1+\frac2s\right),\quad v=\sqrt{1-\frac4s}, \tag{1}$$

$$K(s)=\int_0^1dx\,\frac{x^2(1-x)}{x^2+(1-x)s}. \tag{2}$$

Here $(\alpha/\pi)K(s)$ is the anomaly produced by a photon of squared mass $s$. Every photon in (1) has at least the mass of a pair, $s\ge4$, so it is heavier than the electron. One therefore drops $x^2$ in the denominator of (2):

$$K(s)\simeq\frac1s\int_0^1x^2dx=\frac1{3s}.$$

Substitute $s=4/(1-v^2)$. Then $ds/s=2v\,dv/(1-v^2)$ and $\rho=v(3-v^2)/6$, so that

$$A\simeq\frac13\int_4^\infty\frac{ds}{s^2}\rho=\frac13\int_0^1dv\,\frac{v^2(3-v^2)}{12}=\frac13\cdot\frac1{15}=\frac1{45}\approx0.0222 .$$

## Where it fails

Equations (1) and (2) are correct and are derived below. The fault is the replacement of $K$. What was discarded is

$$\frac1{3s}-K(s)=\frac1s\int_0^1dx\,\frac{x^4}{x^2+(1-x)s}>0 .$$

For large $s$ the remaining integral is dominated by $x$ near 1. Writing $x^4=1-(1-x^4)$, the 1 gives $\ln s/s$, and the rest gives $-\frac1s\int_0^1(1+x+x^2+x^3)dx=-\frac{25}{12s}$. The relative error of $1/(3s)$ is thus about $3(\ln s-25/12)/s$. This estimate, taken as a fraction of $1/(3s)$, is asymptotic: at $s=100$ it gives 7.6% against the true 8.1%, and below $s=e^{25/12}\approx8$ it even has the wrong sign. The error vanishes for $s\to\infty$, but $s=4$ is not large: there $K=0.0452$, while $1/(3s)=0.0833$.

The low masses also carry much of the weight. The interval below a photon mass of $3m$ supplies 39.8% of $A$, and that below $5m$ supplies 75.1%. Since the discarded term is positive, $1/45$ is an upper bound on $A$ and not its value.

## Right solution

### The loop as a spectrum of massive photons

Let the current create a pair with momenta $p_1,p_2$ and total momentum $k$, $k^2=s$. Lorentz invariance and current conservation fix the sum over pair states to be $(-g_{\mu\nu}+k_\mu k_\nu/s)J(s)$. Contraction with $-g^{\mu\nu}$ gives $3J$, and the spin sum is

$$-{\rm Tr}[(\not p_1+1)\gamma^\mu(\not p_2-1)\gamma_\mu]=8p_1\!\cdot p_2+16=4s+8,$$

because $2p_1\!\cdot p_2=s-2$. Two-body phase space is $v/(8\pi)$, so $J=(4s+8)v/(24\pi)$.

The field equation attaches a factor $e/s$ to each of the two current matrix elements. A free field of squared mass $s$ has spectral function $2\pi\delta(k^2-s)$, so the density of massive photons is

$$\frac{e^2J}{2\pi s^2}=\frac{4\pi\alpha(4s+8)v}{48\pi^2s^2}=\frac\alpha\pi\,\frac{\rho(s)}s .$$

The pole of the massless photon keeps residue 1, since $\alpha$ is the physical coupling. To this order the propagator therefore changes by

$$\frac1{k^2}\;\to\;\frac1{k^2}+\frac\alpha\pi\int_4^\infty\frac{ds}s\,\frac{\rho(s)}{k^2-s}.$$

The terms in $k_\mu k_\nu$ do not affect $F_2$. For photon momentum $k$, $\not k\,u(p)=-(\not p-\not k-1)u(p)$, and similarly on the left. These factors cancel both electron propagators and leave a multiple of $\gamma^\mu$.

### The vertex with a massive photon

Now let $k$ and $k'=k+q$ be the electron momenta inside the vertex. The two couplings $-ie$, the two electron factors $i$ and the photon factor $-i$ combine to

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{\gamma^\nu(\not k'+1)\gamma^\mu(\not k+1)\gamma_\nu}{(k^2-1)(k'^2-1)[(k-p)^2-s]} .$$

Give the three denominators Feynman parameters $x,y,z$ with $x+y+z=1$. This supplies a factor 2. Setting $l=k+yq-zp$ and using $2p\cdot q=-q^2$, the combined denominator is $(l^2-\Delta)^3$ with

$$\Delta=(1-z)^2+zs-xyq^2 .$$

Terms linear in $l$ integrate to zero. In the quadratic term, averaging gives $\gamma^\nu\gamma^\alpha\gamma^\mu\gamma_\alpha\gamma_\nu=4\gamma^\mu$, which belongs to $F_1$. At $l=0$ the numerator is

$$N^\mu=-2\not k\gamma^\mu\not k'+4(k+k')^\mu-2\gamma^\mu .$$

There $k=zp'-(1-x)q$ and $k'=zp+(1-y)q$. The Dirac equation then gives, between spinors,

$$\not k\gamma^\mu\not k'=z(1-y)\gamma^\mu\!\not q-z(1-x)\!\not q\gamma^\mu+(\gamma^\mu\text{ terms}),$$

$$\gamma^\mu\!\not q=2p'^\mu-2\gamma^\mu,\qquad \not q\gamma^\mu=2\gamma^\mu-2p^\mu .$$

The term with $\not q\gamma^\mu\!\not q$ reduces to $-q^2\gamma^\mu$, because $\bar u'\!\not q\,u=0$. Since $\Delta$ is symmetric in $x$ and $y$, both $1-x$ and $1-y$ may be replaced by their average $(1+z)/2$. With $P=p+p'$ this gives $\not k\gamma^\mu\not k'\to z(1+z)P^\mu$. Also $4(k+k')^\mu=4zP^\mu+4(x-y)q^\mu\to4zP^\mu$. Hence

$$N^\mu\to[4z-2z(1+z)]P^\mu=2z(1-z)P^\mu .$$

The Gordon identity $P^\mu=2\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ turns this into $-4z(1-z)$ times $\frac12i\sigma^{\mu\nu}q_\nu$, plus $\gamma^\mu$ terms.

Rotation to Euclidean momentum gives

$$\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}=-\frac i{8\pi^2}\int_0^\infty\!\frac{l^3dl}{(l^2+\Delta)^3}=-\frac i{32\pi^2\Delta}.$$

At $q^2=0$ the integral over $x,y$ at fixed $z$ gives $1-z$. Thus

$$F_2(0)=-ie^2\cdot2\int_0^1\!dz(1-z)[-4z(1-z)]\frac{-i}{32\pi^2\Delta}=\frac\alpha\pi\int_0^1\!dz\,\frac{z(1-z)^2}{(1-z)^2+zs}.$$

Renaming $1-z$ as $x$ gives (2). At $s=0$, $K=\int_0^1(1-x)dx=\frac12$, which is Schwinger's $\alpha/(2\pi)$. Inserting the massive-photon spectrum gives (1).

### Integrating over the photon mass first

The integrand is positive, so the integrations may be exchanged. With $Q^2=x^2/(1-x)$,

$$A=\int_0^1dx\,(1-x)F(Q^2),\qquad F(Q^2)=\int_4^\infty\frac{ds}s\rho(s)\frac{Q^2}{s+Q^2}.$$

Let $\beta^2=1+4/Q^2$. The substitution $s=4/(1-v^2)$ turns $Q^2/(s+Q^2)$ into $(1-v^2)/(\beta^2-v^2)$, and polynomial division gives

$$F=\frac13\int_0^1dv\,\frac{v^2(3-v^2)}{\beta^2-v^2}
=\frac13\int_0^1dv\left[v^2+\beta^2-3+\frac{\beta^2(3-\beta^2)}{\beta^2-v^2}\right].$$

Integrating and inserting $\beta^2=1+4/Q^2$ in the coefficients,

$$F=-\frac59+\frac4{3Q^2}+\frac\beta3\left(1-\frac2{Q^2}\right)\ln\frac{\beta+1}{\beta-1}.$$

For the required $Q^2$ the root is rational: $\beta^2=(x^2+4-4x)/x^2$, hence $\beta=(2-x)/x$. The logarithm becomes $-L$, with $L=\ln(1-x)$.

### The last integral

The coefficient of $-L/3$ in $(1-x)F$ is

$$\frac{(1-x)(2-x)(x^2+2x-2)}{x^3}=x-1-\frac6x+\frac{10}{x^2}-\frac4{x^3}.$$

Since $\int_0^1(1-x)dx=\frac12$ and $4(1-x)^2/x^2=4/x^2-8/x+4$,

$$A=-\frac5{18}+\frac13\int_0^1\!dx\left\{4+B(x)-\left(x-1-\frac6x\right)L\right\},$$

$$B(x)=\frac4{x^2}-\frac8x-\frac{10L}{x^2}+\frac{4L}{x^3}.$$

The singular terms are kept together in $B$. Expanding $L=-\sum_{k\ge1}x^k/k$, the $1/x^2$ terms cancel as $4-4$ and the $1/x$ terms as $-8+10-2$. What remains has positive coefficients and may be integrated term by term:

$$\int_0^1B\,dx=\sum_{n=0}^\infty\frac1{n+1}\left(\frac{10}{n+2}-\frac4{n+3}\right)=10\cdot1-4\cdot\frac34=7,$$

where both sums telescope after partial fractions. The same expansion of $L$ gives

$$\int_0^1xL\,dx=-\frac34,\qquad\int_0^1L\,dx=-1,\qquad\int_0^1\frac Lx\,dx=-\sum_{k\ge1}\frac1{k^2}=-\frac{\pi^2}6 .$$

The last term in the braces therefore contributes $\frac34-1-\pi^2=-\frac14-\pi^2$, and

$$A=-\frac5{18}+\frac13\left(4+7-\frac14-\pi^2\right)=\boxed{\frac{119}{36}-\frac{\pi^2}3}\approx0.0156874 .$$

## Reading the numbers

The two terms nearly cancel: $3.3055555556-3.2898681337=0.0156874219$. An error of one part in a thousand in either term would change $A$ by about a fifth. A direct double integration over $v$ and $x$, which does not involve this cancellation, gives the same value, $0.0156874219$. The tempting answer $1/45$ is 42% too large relative to $A$.

With $\alpha/\pi=2.32282\times10^{-3}$,

$$a_{\rm VP}=(2.32282\times10^{-3})^2\times0.0156874=8.4641\times10^{-8}.$$

This is $7.29\times10^{-5}$ of Schwinger's term, $1.16141\times10^{-3}$. The sign is positive because $\rho$ and $K$ are both positive.

The discarded approximation does have a proper use. If the loop particle has unit charge, spin one half and mass $M\gg m$, the threshold moves to $s=4M^2/m^2$. Then $1/(3s)$ is accurate over the whole spectrum, and rescaling $s$ gives

$$A\simeq\frac1{45}\frac{m^2}{M^2}\qquad(M\gg m).$$

In the opposite case, $M\ll m$, there is a wide range $4M^2/m^2\ll s\ll1$ in which $\rho\simeq\frac13$ and $K\simeq\frac12$. Its contribution grows as

$$A\simeq\frac16\ln\frac{m^2}{M^2}=\frac13\ln\frac mM\qquad(M\ll m,\ \text{leading logarithm}).$$

The constant beside the logarithm is not small. For a light loop the argument of $F$ is $Q^2m^2/M^2$, and for large argument the closed form tends to $\frac13\ln(Q^2m^2/M^2)-\frac59$. With $\int_0^1(1-x)\ln x\,dx=-\frac34$ and $\int_0^1(1-x)L\,dx=-\frac14$ this gives $A\to\frac13\ln\frac mM-\frac5{12}-\frac5{18}=\frac13\ln\frac mM-\frac{25}{36}$. For $m/M=206.77$ the logarithm alone is $1.78$, the two terms together give $1.08$, and the full integral is $1.09$.

The equal-mass loop lies between these regimes, so the full kernel is needed.

## Computed results

```
All quantities are dimensionless; photon mass in units of m
Kernel: s, K from Dirac matrices, K from formula
    1.0  0.10459979  0.10459979
    4.0  0.04517744  0.04517744
   25.0  0.01075063  0.01075063
K(0) = 0.50000000
Loop function: x, Q2/m^2, F by quadrature, F closed form
  0.2  0.0500  0.00331561  0.00331561
  0.5  0.5000  0.03166957  0.03166957
  0.8  3.2000  0.16288072  0.16288072
Photon mass, K, 1/(3s), share of A below this mass (percent)
   2.5  0.032845  0.053333  20.70
   3.0  0.024914  0.037037  39.80
   5.0  0.010751  0.013333  75.14
  10.0  0.003062  0.003333  93.25
  30.0  0.000365  0.000370  99.22
K at threshold s = 4: 0.045177; 1/(3s) = 0.083333
Integral of the bracket      = 7.0000000000
Integral of the log terms    = -10.1196044011
A from the summed pieces     = 0.0156874219
A from the double integral   = 0.0156874219
A from 119/36 - pi^2/3       = 0.0156874219
119/36 = 3.3055555556, pi^2/3 = 3.2898681337
Heavy-photon bound 1/45      = 0.022222
Ratio A / bound              = 0.7059
alpha                        = 0.007297353
alpha/pi                     = 2.322819464e-03
Schwinger term alpha/(2 pi)  = 1.161409732e-03
Electron-loop part of a      = 8.464133e-08
Ratio loop part / Schwinger  = 7.2878e-05
```
